# Esaki-Tsu Drift Velocity of a Thermally Occupied Cosine Miniband

## Definitions and assumptions

A superlattice of period $a$ has its lowest miniband at

$$E(k)=-2J\cos ka,\qquad J>0, \tag{1}$$

where $k$ is the crystal momentum along the growth axis $x$ and energies are measured from the miniband centre. The full width is $4J$. The field magnitude is $F>0$, and $x$ points along the force on the electron, so that the force is $+eF$ with $e>0$. The electric field vector itself points along $-x$. We write $\theta=ka$, keep $\hbar$ explicit, and use meV, nm, ps and kV/cm for the numbers.

The model makes five assumptions:

- The electron stays in one miniband, and the field is uniform.
- The in-plane energy adds to $E(k)$ without depending on $k$.
- The carriers are nondegenerate.
- Collisions occur at a rate $1/\tau$ that depends on neither $k$ nor $F$.
- Each collision returns the electron, on average, to the equilibrium distribution at the lattice temperature $T$.

The band picture also requires that $\hbar/\tau$ and $eFa$ be small compared with $4J$. The dimensionless field is

$$x_F=\frac{eFa\tau}{\hbar}=\omega_B\tau,\qquad \omega_B=\frac{eFa}{\hbar}, \tag{2}$$

where $\omega_B$ is the Bloch frequency.

## Motion between collisions

The group velocity follows from (1):

$$v(\theta)=\frac1\hbar\frac{dE}{dk}=\frac{2Ja}{\hbar}\sin\theta . \tag{3}$$

The force changes the crystal momentum according to $\hbar\,dk/dt=eF$, hence $\theta(t)=\theta_0+\omega_Bt$. Integrating (3) over time gives the displacement

$$\Delta x(t)=\frac{2Ja}{\hbar\omega_B}\left[\cos\theta_0-\cos(\theta_0+\omega_Bt)\right]
=\frac{2J}{eF}\left[\cos\theta_0-\cos(\theta_0+\omega_Bt)\right]. \tag{4}$$

This is a Bloch oscillation. After one period $2\pi/\omega_B$ the electron is back where it started, so without collisions there is no steady drift. The distance between the turning points is $4J/(eF)$, which is the miniband width divided by the force.

## The steady distribution

Let $f(\theta)$ be the distribution after summation over in-plane momenta, normalized to $\int_{-\pi}^{\pi}f\,d\theta/2\pi=1$. The field does not act on the in-plane momentum and $\tau$ is constant, so the sum leaves a one-dimensional Boltzmann equation,

$$\frac{\partial f}{\partial t}+\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}. \tag{5}$$

In the steady state the first term vanishes. With $\partial/\partial k=a\,\partial/\partial\theta$, multiplication by $\tau$ gives

$$x_F\frac{df}{d\theta}+f=f_0 . \tag{6}$$

Its periodic solution is

$$f(\theta)=\int_0^\infty e^{-s}f_0(\theta-x_Fs)\,ds . \tag{7}$$

To verify this, note that $x_F\,\partial_\theta f_0(\theta-x_Fs)=-\partial_sf_0(\theta-x_Fs)$. Integration by parts then gives

$$x_F\frac{df}{d\theta}=-\left[e^{-s}f_0(\theta-x_Fs)\right]_0^\infty-\int_0^\infty e^{-s}f_0(\theta-x_Fs)\,ds=f_0(\theta)-f(\theta),$$

which is (6). The solution is unique, because the homogeneous equation has the solution $e^{-\theta/x_F}$, which is not periodic. In (7), $s$ is the time since the last collision in units of $\tau$. It is exponentially distributed, and during it the field has carried the electron forward by $x_Fs$.

## Drift velocity from two moments

Define the averages

$$C=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}f\cos\theta,\qquad S=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}f\sin\theta, \tag{8}$$

and let $C_0$ be the value of $C$ for $f_0$. The corresponding $S_0$ vanishes because $f_0$ is even. By (3), the drift velocity is $v_d=(2Ja/\hbar)S$.

Multiply (6) by $\cos\theta$ and average. The boundary terms cancel by periodicity, so $\int\cos\theta\,f'\,d\theta=+\int\sin\theta\,f\,d\theta$. Multiply (6) by $\sin\theta$ in the same way, with $\int\sin\theta\,f'\,d\theta=-\int\cos\theta\,f\,d\theta$. The two results are

$$x_FS+C=C_0,\qquad -x_FC+S=0 . \tag{9}$$

The second gives $S=x_FC$. Inserted in the first, this yields $C(1+x_F^2)=C_0$, and therefore

$$C=\frac{C_0}{1+x_F^2},\qquad S=\frac{C_0x_F}{1+x_F^2}. \tag{10}$$

## The thermal factor

The three-dimensional Boltzmann weight is a product of an in-plane factor and $e^{-E(k)/k_BT}$. The in-plane factor is the same for every $k$ and cancels on normalization. With $z=2J/k_BT$, the remaining weight is $e^{z\cos\theta}$. The modified Bessel functions have the representation $I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos n\theta\,d\theta$, so

$$C_0=\frac{\int_0^\pi\cos\theta\,e^{z\cos\theta}d\theta}{\int_0^\pi e^{z\cos\theta}d\theta}=\frac{I_1(z)}{I_0(z)} . \tag{11}$$

Combining (3), (10) and (11) gives the drift velocity:

$$\boxed{\,v_d=\frac{2Ja}{\hbar}\,\frac{I_1(2J/k_BT)}{I_0(2J/k_BT)}\,\frac{eFa\tau/\hbar}{1+(eFa\tau/\hbar)^2}\,} \tag{12}$$

Equation (6) was also solved numerically on a grid of $\theta$ for $k_BT/J=0.3$, 1 and 5 and $x_F=0.2$, 1 and 3.5. All nine velocities agreed with (12) to within one part in $10^6$.

**Cold limit.** For $z\gg1$ the carriers sit near $\theta=0$, where the weight is proportional to $e^{-z\theta^2/2}$ and $\langle\theta^2\rangle=1/z$. Then

$$C_0\simeq1-\tfrac12\langle\theta^2\rangle=1-\frac{k_BT}{4J}. \tag{13}$$

At $C_0=1$ every electron restarts from the miniband bottom after a collision.

**Hot limit.** For $z\ll1$, $I_1\simeq z/2+z^3/16$ and $I_0\simeq1+z^2/4$. Their ratio to third order is

$$C_0\simeq\frac z2\left(1-\frac{z^2}{8}\right)=\frac{J}{k_BT}\left(1-\frac{J^2}{2(k_BT)^2}\right). \tag{14}$$

The velocity is then proportional to $J^2/k_BT$ at fixed $x_F$. One power of $J$ comes from the group velocity. The other comes from the small excess of carriers in the lower half of the miniband, where the effective mass is positive, over those in the upper half, where it is negative.

## The peak and the two field limits

The field dependence is $g(x_F)=x_F/(1+x_F^2)$, with derivatives

$$g'=\frac{1-x_F^2}{(1+x_F^2)^2},\qquad g''=\frac{2x_F(x_F^2-3)}{(1+x_F^2)^3}. \tag{15}$$

The derivative $g'$ is positive below $x_F=1$ and negative above it. The maximum value is $g(1)=1/2$, so

$$eF_pa\tau=\hbar,\qquad v_p=\frac{Ja}{\hbar}\frac{I_1(2J/k_BT)}{I_0(2J/k_BT)} . \tag{16}$$

Temperature enters the peak field only through $\tau$. The peak velocity does not contain $\tau$ at all in this model.

At low field $g\simeq x_F$, and the mobility is

$$\mu=\frac{v_d}{F}=e\tau\,\frac{2Ja^2}{\hbar^2}C_0=\frac{2v_p}{F_p}. \tag{17}$$

Here $\hbar^2/(2Ja^2)$ is the effective mass at the miniband bottom, and $C_0$ averages the inverse mass over the thermal distribution.

At high field $g\simeq1/x_F$ and $v_d\simeq2JC_0/(eF\tau)$. The electron completes many oscillations between collisions, and the drift comes from the collisions that interrupt them. The velocity therefore falls as $1/F$ and, in contrast to the low-field result, decreases when $\tau$ is lengthened.

Equation (15) also locates the steepest fall. For $x_F>0$, $g''$ vanishes at $x_F=\sqrt3$, where $g'=-2/16=-1/8$. Since $g'(0)=1$, the largest negative differential mobility is $-\mu/8$.

The energy balance provides a check on signs and factors. The mean miniband energy above equilibrium is

$$\Delta\varepsilon=-2J(C-C_0)=2JC_0\frac{x_F^2}{1+x_F^2}. \tag{18}$$

The power supplied by the field, with $eF=\hbar x_F/(a\tau)$, is

$$eFv_d=\frac{\hbar x_F}{a\tau}\,\frac{2Ja}{\hbar}\,\frac{C_0x_F}{1+x_F^2}=\frac{\Delta\varepsilon}{\tau}. \tag{19}$$

Collisions thus remove energy at the rate at which the field supplies it.

## When the peak condition changes

**Additional elastic scattering.** Suppose that elastic collisions also reverse $k$ without changing the energy. They add $-[f(k)-f(-k)]/(2\tau_{el})$ to the right side of (5). This term does not affect the even average $C$, but it relaxes $S$ at the extra rate $1/\tau_{el}$. With $r=\tau/\tau_{el}$, equations (9) become

$$x_FS+C=C_0,\qquad (1+r)S=x_FC .$$

Eliminating $C$ gives

$$S=\frac{C_0x_F}{1+r+x_F^2}. \tag{20}$$

Setting the derivative to zero requires $1+r-x_F^2=0$. The peak moves to $x_F=\sqrt{1+r}$, and there $S=C_0/(2\sqrt{1+r})$. The condition $eFa\tau=\hbar$ therefore belongs to the model with a single relaxation time.

**A band that is not a pure cosine.** A general symmetric miniband is $E=E_0-\sum_l2J_l\cos l\theta$, with $J_1=J$. Multiplying (6) by $\cos l\theta$ and $\sin l\theta$ repeats the steps above with $x_F$ replaced by $lx_F$. The velocity is $(a/\hbar)\sum_l2lJ_l\sin l\theta$, so

$$v_d=\frac a\hbar\sum_{l\ge1}2lJ_l\,\langle\cos l\theta\rangle_0\,\frac{lx_F}{1+(lx_F)^2}, \tag{21}$$

where the equilibrium averages are taken with the full band energy.

## A GaAs/AlGaAs-like superlattice at room temperature

Take wells of width $w=5$ nm and barriers of width $b=3$ nm, so $a=8$ nm. The barrier height is 0.25 eV, the mass is $0.067\,m_e$ in both layers, $\tau=0.2$ ps, $T=300$ K, and the density is $n=10^{16}$ cm$^{-3}$. These are rough typical values.

The miniband follows from matching $\psi$ and $\psi'/m$ at the interfaces. Let $q$ be the wave number in the well and $\kappa$ the decay constant in the barrier. The matrices that carry $(\psi,\psi'/m)$ across the two layers are

$$\begin{pmatrix}\cos qw&\frac{m_w}{q}\sin qw\\-\frac{q}{m_w}\sin qw&\cos qw\end{pmatrix},\quad
\begin{pmatrix}\cosh\kappa b&\frac{m_b}{\kappa}\sinh\kappa b\\\frac{\kappa}{m_b}\sinh\kappa b&\cosh\kappa b\end{pmatrix}.$$

Their product has unit determinant. Bloch's theorem requires its eigenvalues to be $e^{\pm i\theta}$, so its trace is $2\cos\theta$:

$$\cos\theta=\cos qw\cosh\kappa b+\frac12\left(\eta-\frac1\eta\right)\sin qw\sinh\kappa b,\qquad \eta=\frac{\kappa m_w}{qm_b}. \tag{22}$$

The lowest solution runs from 66.50 to 104.75 meV above the well bottom. Its first Fourier coefficient, $J=-\int_{-\pi}^{\pi}E\cos\theta\,d\theta/2\pi$, is 9.41 meV. The cosine band then has width $4J=37.6$ meV, against 38.25 meV for the full miniband.

At 300 K, $k_BT=25.85$ meV and $z=2(9.41)/25.85=0.728$. The thermal factor is

$$C_0=\frac{0.38864}{1.13694}=0.342 .$$

The leading hot-limit value $J/k_BT=0.364$ is already close. The peak occurs where $eFa=\hbar/\tau=3.29$ meV:

$$F_p=\frac{3.29\ \text{meV}}{e\,(8\ \text{nm})}=4.11\ \text{kV/cm}=4.11\times10^5\ \text{V/m}.$$

The velocity scale is $Ja/\hbar=1.144\times10^7$ cm/s, which gives

$$v_p=0.342\times1.144\times10^7\ \text{cm/s}=3.91\times10^6\ \text{cm/s}=3.91\times10^4\ \text{m/s}.$$

From (17), the low-field mobility is $2v_p/F_p\simeq1900$ cm$^2$/(V s). At half and at twice the peak field the velocity is the same, $3.13\times10^6$ cm/s, because $g(x_F)=g(1/x_F)$.

With $\tau$ held at 0.2 ps, cooling to 77 K raises $C_0$ to 0.797 and $v_p$ to $9.1\times10^6$ cm/s. The peak field stays fixed in this comparison because $\tau$ does. In a real structure $\tau$ changes with temperature, and $F_p$ moves with it.

## Size of the neglected effects

**Band structure.** The second harmonic is $J_2/J=-0.097$. Using the full miniband in (21) lowers the peak velocity by 4.4% and moves the peak to $x_F=1.008$. The barrier mass matters far more. With a rough value of $0.092\,m_e$ in the barrier, (22) gives $J=6.59$ meV, and the peak velocity drops to 0.51 of its former value. Equation (14) explains the size: in the hot limit $v_p\propto J^2$, and $(6.59/9.41)^2=0.49$. The peak field is unchanged at fixed $a$ and $\tau$. These masses are constants. If both vary with energy as in a two-band model, with gaps of 1.42 eV in the well and 1.80 eV in the barrier, so that $m(E)=m_0[1+(E-E_c)/E_g]$ with $E_c$ the local band edge, the factor 0.51 becomes 0.56, again relative to the result for a constant $0.067\,m_e$ in both layers.

**Fermi statistics.** The in-plane density of states is constant. Summing the Fermi function over in-plane energy therefore replaces the Boltzmann weight by $\ln[1+e^{(\mu_F-E)/k_BT}]$, where $\mu_F$ is the chemical potential. This lowers $C_0$ by 0.5% at $10^{16}$ cm$^{-3}$ and by 37% at $10^{18}$ cm$^{-3}$. Filling of the low states spreads the carriers more evenly over the miniband, so the nondegenerate formula fails at the higher density.

**Other minibands.** The gap to the second miniband at the zone edge is 133.5 meV, and the thermal share of carriers in higher minibands is 0.06%. When the wave function is evolved through one Bloch period at $F_p$, starting in the lowest miniband at the zone edge, the population outside that miniband reaches at most $4.3\times10^{-4}$. This figure includes the admixture caused by the sudden start, so it is not a tunnelling rate.

**Coherence.** The ratio $(\hbar/\tau)/4J$ is 0.087. At the peak field the turning points in (4) are $37.6/3.29\simeq11$ periods apart, so the band description is reasonable there. It becomes doubtful at fields where $eFa$ approaches $4J$ and the oscillation shrinks to about one period.

**Elastic scattering.** If $\tau_{el}=\tau$, equation (20) raises the peak field by a factor 1.41 and lowers the peak velocity to 0.71 of the single-time value.

**Carrier heating.** At the peak an electron gains $JC_0=3.2$ meV per collision time. If the carriers share energy among themselves faster than they lose it to the lattice, collisions return them to a distribution at a higher temperature $T_e$. A rough balance uses the in-plane plus miniband energy $W_0(T)=k_BT-2JC_0(T)$ and an energy relaxation time $\tau_E$:

$$eFv_d(F,T_e)=\frac{W_0(T_e)-W_0(T)}{\tau_E}. \tag{23}$$

For $\tau_E=1$ ps, a rough value, $T_e$ is about 420 K at $x_F=1$, and the velocity there is 0.74 of the unheated one. The maximum moves down to $x_F=0.79$, or 3.3 kV/cm, with 0.76 of the unheated peak velocity. Equation (23) leaves the field-driven energy (18) out of the stored energy. Including it lowers $T_e$ at $x_F=1$ to about 400 K and puts the maximum at $x_F=0.81$, with 0.79 of the unheated peak velocity. Heating lowers the peak field because $C_0(T_e)$ decreases as the field rises. Elastic scattering shifts the peak the other way.

**Field domains.** Beyond the peak a uniform field can be unstable. Let the density be $n+\delta n$ and the local force $eF$. Gauss's law for electrons gives $\partial F/\partial x=e\,\delta n/\epsilon$, where $\epsilon$ is the permittivity. With diffusion neglected, the linearized continuity equation is

$$\frac{\partial\delta n}{\partial t}=-v_d\frac{\partial\delta n}{\partial x}-n\frac{dv_d}{dF}\frac{\partial F}{\partial x}
=-v_d\frac{\partial\delta n}{\partial x}-\frac{en}{\epsilon}\frac{dv_d}{dF}\,\delta n . \tag{24}$$

In this approximation, a ripple is carried along at $v_d$ and grows at the rate $en|dv_d/dF|/\epsilon$ when the slope is negative. It requires a long wavelength and growth that is slow compared with $1/\tau$. At $x_F=\sqrt3$ the slope is $-1900/8\simeq-240$ cm$^2$/(V s). For a relative permittivity of 13 the growth time is 3.0 ps, while crossing 50 periods takes 11.8 ps. Without diffusion, a small ripple would grow by about $e^{3.9}\simeq50$ during transit. This is an overestimate, because diffusion damps a ripple of wavelength $\lambda$ at a rate of about $D(2\pi/\lambda)^2$. At this field the kinetic equation gives $D\simeq12$ cm$^2$/s. For $\lambda=400$ nm, the length of 50 periods, the damping rate is 0.30 ps$^{-1}$ and nearly cancels the growth rate of 0.33 ps$^{-1}$. The linearized kinetic equation, solved together with Gauss's law, shows that ripples shorter than about 390 nm decay at this field and that longer ones move about 8% slower than $v_d$. Further beyond the peak, $D$ at first falls faster than the slope does. At $x_F=3$ it is about 5 cm$^2$/s, and a 400 nm ripple grows by about $e^{1.4}\simeq4$ during transit. The small growth belongs to this wavelength. Over the same transit time an 800 nm ripple grows by about $e^{2.8}\simeq16$ at $x_F=\sqrt3$ and $e^{3.0}\simeq20$ at $x_F=3$. Which disturbances a 400 nm structure supports is set by its contacts. In a drift-diffusion treatment at fixed voltage and $x_F=\sqrt3$, the fastest mode grows at about 0.02 ps$^{-1}$ if $\delta n=0$ at both ends and decays at about 0.2 ps$^{-1}$ if the field is fixed at the cathode. This example is therefore close to the threshold of instability, and a higher density or a longer structure favours growth. Beyond the peak, (12) should not be used as a current-voltage curve without solving for the field profile, including diffusion and the contacts.

## Comparison with real superlattices

The layer widths, barrier height and density chosen here lie in the range used for GaAs/AlGaAs miniband structures. The scattering time is the least certain input, since it depends on interface quality, doping and phonons, and $F_p$ varies as $1/\tau$. For this example the heavier barrier mass gives the largest correction to the velocity, about a factor of two. Heating and elastic scattering each remove between a fifth and a third under the stated rates. These reductions were computed separately and need not multiply. A peak velocity of order $10^6$ cm/s is therefore a more defensible expectation for such a structure than the three-digit value of the ideal model.

## Calculated quantities

```
well, barrier, period: 5.0, 3.0, 8.0 nm
barrier height: 0.25 eV; mass: 0.067 m_e
tau: 0.20 ps; T: 300 K; kT: 25.85 meV
electron density: 1e+16 cm^-3
miniband bottom, top: 66.50, 104.75 meV
miniband width: 38.25 meV
hopping J: 9.410 meV; 4J: 37.64 meV
second harmonic J2/J: -0.0972
gap to second miniband at zone edge: 133.5 meV
miniband mass hbar^2/(2 J a^2): 0.0633 m_e
z = 2J/kT: 0.7280
I0(z), I1(z): 1.13694, 0.38864
thermal factor I1/I0: 0.3418; hot limit J/kT: 0.3640
hbar/tau = eFa at peak: 3.291 meV
peak field: 4.114 kV/cm = 4.114e+05 V/m
J a/hbar (cold peak velocity): 1.144e+07 cm/s
peak velocity: 3.909e+06 cm/s = 3.909e+04 m/s
low-field mobility: 1901 cm^2/(V s)
Bloch period at peak field: 1.257 ps
x=0.25: F=1.03 kV/cm, v=1.840e+06 cm/s
x=0.50: F=2.06 kV/cm, v=3.128e+06 cm/s
x=1.00: F=4.11 kV/cm, v=3.909e+06 cm/s
x=2.00: F=8.23 kV/cm, v=3.128e+06 cm/s
x=4.00: F=16.46 kV/cm, v=1.840e+06 cm/s
T=77 K, same tau: I1/I0=0.7971, peak v=9.116e+06 cm/s
T=150 K, same tau: I1/I0=0.5851, peak v=6.691e+06 cm/s
T=300 K, same tau: I1/I0=0.3418, peak v=3.909e+06 cm/s
Neglected effects:
full miniband: peak at x=1.0078, peak v ratio 0.9561
barrier mass 0.092 m_e: J=6.594 meV, peak v ratio 0.507
Fermi statistics, 1e+16 cm^-3: factor ratio 0.9951
Fermi statistics, 1e+18 cm^-3: factor ratio 0.6304
thermal share in higher minibands: 0.061 %
largest leakage in one Bloch period: 4.34e-04
first-order bound on leakage: 4.35e-04
broadening (hbar/tau)/(4J): 0.087
elastic time = tau: peak at x=1.414, peak v ratio 0.707
energy gained per tau at peak: 3.22 meV
heating, tau_E=1.0 ps: T_e at x=1 418 K
v ratio at x=1 with heating: 0.739
heated peak: x=0.790, F=3.25 kV/cm, v ratio 0.758
relative permittivity: 13; periods: 50
domain growth time at x=sqrt(3): 3.02 ps
transit time at x=sqrt(3): 11.8 ps
```
